# Resta's Position Expectation Value and the Discretized Berry Phase: a program that tests the result

```python
"""
Result under test: for N_c cells on a ring of length L = N_c*a with n_b filled
bands of one spin, the many-electron expectation value
    z = <exp(i 2 pi X / L)>,  X = sum of electron positions,
equals (-1)^(n_b (N_c-1)) times the product over neighbouring wavevectors of
det <u_m(k+2pi/L)|u_n(k)>. The phase of that product is the discretized Berry
phase phi. Here u is the cell-periodic part of a Bloch function.
Model: one deep well (position 'shift') and one shallow well (position a/2)
per cell. Lengths in nm, energies in eV, forces in eV/nm.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

a = 0.5                    # cell length, nm
area = 0.25                # cross-section per chain, nm^2
width = 0.08               # Gaussian width of both wells, nm
deep, shallow = 16.0, 5.0  # well depths, eV
shift = -0.05              # displacement of the deep well, nm
G = 2 * np.pi / a
h2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
to_uC = const.e * 1e20     # e/nm^2 -> microcoulomb/cm^2
n_pw = 12                  # plane waves -n_pw..n_pw
pw = np.arange(-n_pw, n_pw + 1)
harm = np.arange(-2 * n_pw, 2 * n_pw + 1)
diff_index = pw[:, None] - pw[None, :] + 2 * n_pw
rng = np.random.default_rng(7)


def well_coefficients(position):
    """Fourier coefficients of a periodic array of unit-depth wells."""
    envelope = width * np.sqrt(2 * np.pi) / a * np.exp(-(harm * G * width)**2 / 2)
    return -envelope * np.exp(-1j * harm * G * position)


def potential(position):
    return deep * well_coefficients(position) + shallow * well_coefficients(a / 2)


def cell_solve(k, V):
    return np.linalg.eigh(np.diag(h2m * (k + G * pw)**2) + V[diff_index])


def bloch_links(V, n_cells, n_bands, mix=False):
    """Determinants of neighbouring overlaps around the Brillouin zone."""
    states = []
    for s in range(n_cells):
        u = cell_solve(G * s / n_cells, V)[1][:, :n_bands]
        if mix:
            random = rng.normal(size=(2, n_bands, n_bands))
            u = u @ np.linalg.qr(random[0] + 1j * random[1])[0]
        states.append(u)
    # the state at k+G is exp(-iGx) times the state at k
    states.append(np.vstack([states[0][1:], np.zeros((1, n_bands))]))
    return np.array([np.linalg.det(states[s + 1].conj().T @ states[s])
                     for s in range(n_cells)])


def berry_phase(V, n_cells):
    return np.angle(np.prod(bloch_links(V, n_cells, 1)))


def ring_orbitals(position, n_cells, n_electrons, per_cell=24, force=0.0):
    """Lowest orbitals of the whole ring on a grid, without Bloch's theorem."""
    size = n_cells * per_cell
    x = np.arange(size) * a / per_cell
    V = np.zeros(size)
    for R in range(-3, n_cells + 4):
        V -= deep * np.exp(-(x - position - R * a)**2 / (2 * width**2))
        V -= shallow * np.exp(-(x - a / 2 - R * a)**2 / (2 * width**2))
    length = n_cells * a
    V -= force * length / (2 * np.pi) * np.sin(2 * np.pi * x / length)
    q = 2 * np.pi * np.fft.fftfreq(size, a / per_cell)
    kinetic = np.fft.ifft((h2m * q**2)[:, None] * np.fft.fft(np.eye(size), axis=0),
                          axis=0).real
    H = (kinetic + kinetic.T) / 2 + np.diag(V)
    return x, np.linalg.eigh(H)[1][:, :n_electrons]


def ring_z(x, orbitals, n_cells):
    twist = np.exp(2j * np.pi * x / (n_cells * a))
    return np.linalg.det(orbitals.T @ (twist[:, None] * orbitals))


# --- many-electron sum over configurations against the orbital determinant
for n_bands, n_cells, per_cell in [(1, 4, 8), (2, 2, 12)]:
    x, orb = ring_orbitals(shift, n_cells, n_bands * n_cells, per_cell)
    config = np.array(list(itertools.combinations(range(len(x)), n_bands * n_cells)))
    weight = np.linalg.det(orb[config])**2
    z_sum = np.sum(weight * np.exp(2j * np.pi * x[config].sum(axis=1) / (n_cells * a)))
    assert abs(weight.sum() - 1) < 1e-9
    assert abs(z_sum - ring_z(x, orb, n_cells)) < 1e-9

# --- sign of a block-cyclic determinant, random blocks
for nb, nc in [(1, 4), (2, 4), (3, 4), (3, 5)]:
    blocks = rng.normal(size=(nc, nb, nb))
    big = np.zeros((nb * nc, nb * nc))
    for s in range(nc):
        t = (s + 1) % nc
        big[t * nb:(t + 1) * nb, s * nb:(s + 1) * nb] = blocks[s]
    expected = (-1)**(nb * (nc - 1)) * np.prod(np.linalg.det(blocks))
    assert abs(np.linalg.det(big) - expected) < 1e-9 * max(1, abs(expected))

# --- main result: whole-ring diagonalization against Bloch link product
V_polar, V_ref = potential(shift), potential(0.0)
worst = 0.0
for nb, nc in [(1, 4), (1, 5), (2, 4), (2, 5), (1, 12)]:
    x, orb = ring_orbitals(shift, nc, nb * nc)
    z_ring = ring_z(x, orb, nc)
    z_bloch = (-1)**(nb * (nc - 1)) * np.prod(bloch_links(V_polar, nc, nb, mix=True))
    assert abs(z_ring) > 0.05
    worst = max(worst, abs(z_ring - z_bloch))
assert worst < 1e-7

# --- ions of a neutral cell cancel the sign for even and odd rings
for nc in (11, 12):
    x, orb = ring_orbitals(shift, nc, nc)
    ions = a / 2 + a * np.arange(nc)
    total = ring_z(x, orb, nc) * np.exp(-2j * np.pi * ions.sum() / (nc * a))
    wanted = berry_phase(V_polar, nc) - 2 * np.pi * (a / 2) / a
    assert abs(np.angle(total * np.exp(-1j * wanted))) < 1e-7

# --- a half-filled band gives zero
x, orb = ring_orbitals(shift, 6, 3)
z_metal = abs(ring_z(x, orb, 6))
assert z_metal < 1e-8

# --- size dependence of phase and modulus
phase = {n: berry_phase(V_polar, n) for n in (4, 12, 20, 40, 200, 400)}
phi = (4 * phase[400] - phase[200]) / 3
error_ratio = (phase[20] - phi) / (phase[40] - phi)
assert abs(error_ratio - 4) < 0.2
phi_ref = berry_phase(V_ref, 400)
assert abs(phi_ref) < 1e-7


def sums_over_states(position, n_k=60):
    """d(phi)/d(position), mean quantum metric, polarizability per electron."""
    V = potential(position)
    dV = deep * well_coefficients(position) * (-1j * harm * G)
    curvature, metric, alpha = [], [], []
    for k in G * (np.arange(n_k) + 0.5) / n_k - G / 2:
        E, U = cell_solve(k, V)
        gaps = E[1:] - E[0]
        velocity = U[:, 1:].conj().T @ (2 * h2m * (k + G * pw) * U[:, 0])
        push = U[:, 0].conj() @ dV[diff_index] @ U[:, 1:]
        curvature.append(np.sum(push * velocity / gaps**2).imag)
        metric.append(np.sum(abs(velocity)**2 / gaps**2))
        alpha.append(2 * np.sum(abs(velocity)**2 / gaps**3))
    return -2 * G * np.mean(curvature), np.mean(metric), np.mean(alpha)


nodes, weights = np.polynomial.legendre.leggauss(8)
pumped = shift / 2 * sum(w * sums_over_states(shift * (t + 1) / 2)[0]
                         for t, w in zip(nodes, weights))
assert abs(pumped - (phi - phi_ref)) < 1e-5
slope, metric, alpha = sums_over_states(shift)
log_modulus = np.log(abs(np.prod(bloch_links(V_polar, 200, 1))))
log_predicted = -G**2 * metric / (2 * 200)
assert abs(log_modulus / log_predicted - 1) < 1e-3

# --- polarizability against a slowly varying force on a ring;
#     5 percent allows for the finite wavelength of that force
n_long, force = 24, 0.01
response = []
for f in (force, -force):
    x, orb = ring_orbitals(shift, n_long, n_long, 16, f)
    length = n_long * a
    response.append(np.sum((orb**2).sum(axis=1) * length / (2 * np.pi)
                           * np.sin(2 * np.pi * x / length)))
alpha_ring = (response[0] - response[1]) / (2 * force) * 2 / n_long
assert abs(alpha_ring / alpha - 1) < 0.05


def density(V, n_k=24):
    """Fourier coefficients of electrons per nm, two spins."""
    D = np.zeros((len(pw), len(pw)), complex)
    for s in range(n_k):
        c = cell_solve(G * s / n_k, V)[1][:, 0]
        D += np.outer(c, c.conj()) / n_k
    return 2 / a * np.array([np.trace(D, offset=-m) for m in harm])


x, orb = ring_orbitals(shift, 12, 12)
n1_ring = 2 / a * np.sum((orb**2).sum(axis=1) * np.exp(-1j * G * x)) / 12
assert abs(n1_ring - density(V_polar, 12)[2 * n_pw + 1]) < 1e-6

# --- Hartree rearrangement left out by the rigidly moving well
carried = density(V_ref) * np.exp(-1j * harm * G * shift)
coulomb = np.zeros(len(harm))
nonzero = harm != 0
coulomb[nonzero] = const.e / const.epsilon_0 * 1e9 / (area * (G * harm[nonzero])**2)
hartree = np.zeros(len(harm), complex)
for _ in range(80):
    residual = coulomb * (density(V_polar + hartree) - carried) - hartree
    hartree = hartree + 0.3 * residual
assert np.max(abs(residual)) < 1e-6
phi_hartree = berry_phase(V_polar + hartree, 400)

# --- two-band tunnelling probability exp(-pi D^2/b), checked by time evolution;
#     tolerance covers the finite time window
half, sweep = 0.5, 1.0
run = solve_ivp(lambda t, y: -1j * np.array([sweep * t * y[0] + half * y[1],
                                             half * y[0] - sweep * t * y[1]]),
                (-40, 40), np.array([1, 0], complex), method="DOP853",
                rtol=1e-8, atol=1e-10)
assert abs(abs(run.y[0, -1])**2 - np.exp(-np.pi * half**2 / sweep)) < 0.03

bands = np.array([cell_solve(G * s / 40, V_polar)[0][:2] for s in range(40)])
gap = bands[:, 1].min() - bands[:, 0].max()
dk = 0.01 * G
edge_gap, near_gap = [np.diff(cell_solve(k, V_polar)[0][:2])[0]
                      for k in (G / 2, G / 2 + dk)]
assert near_gap > edge_gap
hbar_v = np.sqrt((near_gap - edge_gap) / dk**2 * edge_gap / 2)
tunnel_field = 0.3         # V/nm = 3 MV/cm
log_tunnel = -np.pi * (edge_gap / 2)**2 / (hbar_v * tunnel_field) / np.log(10)
temperature = 400.0
log_thermal = -gap * const.e / (2 * const.k * temperature) / np.log(10)
field = 0.1                # V/nm = 1 MV/cm
permittivity = 30.0        # rough static relative permittivity


def polarization(angle):
    """Electronic polarization of two spins, microcoulomb/cm^2."""
    return -2 * angle / (2 * np.pi * area) * to_uC


P_electronic = 2 * alpha * field / (area * a) * to_uC
P_lattice = const.epsilon_0 * (permittivity - 1) * field * 1e9 * 100

print(f"cell length {a} nm, area per chain {area} nm^2")
print(f"well depths {deep} and {shallow} eV, width {width} nm")
print(f"displacement of deep well {shift} nm")
print(f"band gap {gap:.3f} eV")
links = bloch_links(V_polar, 4, 1)
x, orb = ring_orbitals(shift, 4, 4)
z4 = ring_z(x, orb, 4)
product4 = np.prod(links)
print("4 cells, link moduli " + " ".join(f"{abs(v):.5f}" for v in links))
print(f"4 cells, link product {product4.real:.6f} {product4.imag:+.6f} i")
print(f"4 cells, z of whole ring {z4.real:.6f} {z4.imag:+.6f} i")
print(f"4 cells, phase of z {np.angle(z4):.6f} rad")
print(f"largest |z_ring - z_bloch| in all tests {worst:.1e}")
print(f"|z| of half-filled band, 6 cells {z_metal:.1e}")
for n in (4, 12, 20, 40):
    print(f"{n} cells: phi {phase[n]:.6f} rad, P {polarization(phase[n]):.4f} uC/cm^2")
print(f"large-ring phi {phi:.6f} rad")
print(f"error ratio 20 to 40 cells {error_ratio:.3f}")
print(f"phi from pumped charge {pumped:.6f} rad")
print(f"phi at zero displacement {abs(phi_ref):.1e} rad (modulus)")
print(f"electron centre {phi * a / (2 * np.pi):.5f} nm")
print(f"polarization change {polarization(phi - phi_ref):.3f} uC/cm^2")
print(f"quantum 2e/A {2 * to_uC / area:.2f} uC/cm^2")
print(f"quantum e/A {to_uC / area:.2f} uC/cm^2")
print(f"effective charge of moving well {-2 * slope * a / (2 * np.pi):.3f} e")
print(f"root mean quantum metric {np.sqrt(metric):.4f} nm")
print(f"ln|z| at 200 cells {log_modulus:.6f}, predicted {log_predicted:.6f}")
print(f"polarization with Hartree rearrangement {polarization(phi_hartree):.3f} uC/cm^2")
print(f"polarizability per electron {alpha:.6f} nm^2/eV, ring {alpha_ring:.6f}")
print(f"electronic response at {field * 10:.0f} MV/cm {P_electronic:.3f} uC/cm^2")
print(f"rough relative permittivity {permittivity:.0f}")
print(f"lattice+electronic response at {field * 10:.0f} MV/cm {P_lattice:.2f} uC/cm^2")
print(f"log10 tunnelling probability at {tunnel_field * 10:.0f} MV/cm {log_tunnel:.1f}")
print(f"log10 thermal carrier factor at {temperature:.0f} K {log_thermal:.1f}")
print("verified")
```

It prints:

```
cell length 0.5 nm, area per chain 0.25 nm^2
well depths 16.0 and 5.0 eV, width 0.08 nm
displacement of deep well -0.05 nm
band gap 6.311 eV
4 cells, link moduli 0.98163 0.96891 0.96891 0.98163
4 cells, link product 0.648188 -0.631024 i
4 cells, z of whole ring -0.648188 +0.631024 i
4 cells, phase of z 2.369611 rad
largest |z_ring - z_bloch| in all tests 1.5e-14
|z| of half-filled band, 6 cells 5.1e-13
4 cells: phi -0.771981 rad, P 15.7481 uC/cm^2
12 cells: phi -0.772671 rad, P 15.7621 uC/cm^2
20 cells: phi -0.772726 rad, P 15.7633 uC/cm^2
40 cells: phi -0.772749 rad, P 15.7637 uC/cm^2
large-ring phi -0.772756 rad
error ratio 20 to 40 cells 4.000
phi from pumped charge -0.772756 rad
phi at zero displacement 2.9e-17 rad (modulus)
electron centre -0.06149 nm
polarization change 15.764 uC/cm^2
quantum 2e/A 128.17 uC/cm^2
quantum e/A 64.09 uC/cm^2
effective charge of moving well -2.417 e
root mean quantum metric 0.0714 nm
ln|z| at 200 cells -0.002013, predicted -0.002013
polarization with Hartree rearrangement 15.075 uC/cm^2
polarizability per electron 0.001418 nm^2/eV, ring 0.001416
electronic response at 1 MV/cm 0.036 uC/cm^2
rough relative permittivity 30
lattice+electronic response at 1 MV/cm 2.57 uC/cm^2
log10 tunnelling probability at 3 MV/cm -86.4
log10 thermal carrier factor at 400 K -39.8
verified
```
